# The confinement mass of silicon valleys at a (111) surface

## Problem

The conduction band of silicon has six equivalent minima, two on each cube axis. Near each minimum the energy surfaces are ellipsoids of revolution about that axis, with mass $m_l=0.916$ along it and $m_t=0.190$ across it. All masses here are in units of the free-electron mass $m_0$, and these two are typical rounded values.

An inversion layer forms at a (111) surface, where a field presses the electrons against the oxide.

(a) Rotate the inverse-mass tensor to axes fixed to the surface. Show that all six valleys have the same mass for confinement along the normal, and find its formula and value.

(b) The rotated tensor has off-diagonal elements. Show why they do not alter the confinement levels, and find the masses for motion along the surface.

(c) For a surface field of 0.2 MV/cm, find the two lowest levels and the mean depth of the electrons in the lowest one. Judge how far the neglected effects move the result.

Assume parabolic valleys, an ideal unstrained surface, no coupling between valleys, a potential that depends on depth alone, and an impenetrable oxide.

## Hints

1. Write the inverse-mass tensor of a valley as a multiple of the unit matrix plus a term built from the unit vector along the valley axis. The first part does not change under rotation.

2. The kinetic energy contains the inverse masses. Rotate these, and take a reciprocal at the end.

3. The potential depends on depth alone, so the wave vector along the surface is conserved. Hold it fixed and complete the square in the normal component.

4. A constant added to the normal wave vector can be removed by a phase factor. Ask what that factor does to the condition at the wall.

5. In a uniform field the Schrödinger equation becomes Airy's equation once depth is measured in a suitable length.

## Solution

### (a) Rotating the tensor

Measure the wave vector $\mathbf k$ from the minimum of the valley. The energy is

$$E=\frac{\hbar^2}{2m_0}\,\mathbf k\cdot W\mathbf k .$$

Let $\mathbf a$ be the unit vector along the valley axis. The component of $\mathbf k$ along $\mathbf a$ carries the factor $1/m_l$, and the rest carries $1/m_t$:

$$\mathbf k\cdot W\mathbf k=\frac{(\mathbf k\cdot\mathbf a)^2}{m_l}+\frac{k^2-(\mathbf k\cdot\mathbf a)^2}{m_t}.$$

Collecting the terms in $(\mathbf k\cdot\mathbf a)^2$ gives

$$W=\frac1{m_t}I+d\,\mathbf a\mathbf a^T,\qquad d=\frac1{m_l}-\frac1{m_t}=-4.171 .$$

Replacing $\mathbf a$ by $-\mathbf a$ leaves $W$ unchanged, so opposite valleys share one tensor. Three tensors remain.

Choose right-handed surface axes, with the third along the normal $\mathbf n$:

$$\mathbf e_1=\frac{(1,-1,0)}{\sqrt2},\quad \mathbf e_2=\frac{(1,1,-2)}{\sqrt6},\quad \mathbf n=\frac{(1,1,1)}{\sqrt3}.$$

The matrix $R$ with these vectors as rows turns cube components into surface components. The rotated tensor is

$$W'=RWR^T=\frac1{m_t}I+d\,\mathbf a'\mathbf a'^T,\qquad \mathbf a'=R\mathbf a,$$

because $RR^T=I$. The components of $\mathbf a'$ are the columns of $R$:

$$\mathbf a'_x=\left(\tfrac1{\sqrt2},\tfrac1{\sqrt6},\tfrac1{\sqrt3}\right),\quad
\mathbf a'_y=\left(-\tfrac1{\sqrt2},\tfrac1{\sqrt6},\tfrac1{\sqrt3}\right),\quad
\mathbf a'_z=\left(0,-\tfrac2{\sqrt6},\tfrac1{\sqrt3}\right).$$

For the $z$ valleys the nonzero elements are

$$W'_{11}=\frac1{m_t}=5.263,\qquad W'_{22}=\frac1{m_t}+\frac{2d}3=2.482,$$

$$W'_{23}=-\frac{\sqrt2}{3}d=1.966,\qquad W'_{33}=\frac1{m_t}+\frac d3=3.873 .$$

The third component of $\mathbf a'$ is $1/\sqrt3$ for every valley, so $W'_{33}$ is the same for all six. Part (b) shows that its reciprocal is the confinement mass $m_z$. Inserting $d$,

$$\frac1{m_z}=\frac1{m_t}+\frac13\left(\frac1{m_l}-\frac1{m_t}\right)=\frac13\left(\frac1{m_l}+\frac2{m_t}\right)=\frac{m_t+2m_l}{3m_lm_t},$$

and therefore

$$\boxed{m_z=\frac{3m_lm_t}{m_t+2m_l}}=\frac{3(0.916)(0.190)}{0.190+1.832}=0.258 .$$

If $m_l=m_t$, the formula returns that common mass, as it must for a sphere. If $m_l\to\infty$, it gives $m_z\to 3m_t/2=0.285$. The value stays finite because an electron can still respond along the two light directions. For silicon, the transverse term supplies $2/(3m_t)=3.51$ of the total $3.87$, so $m_z$ is governed mainly by $m_t$.

Symmetry explains the equality without the numbers. A rotation $C$ by $120^\circ$ about $\mathbf n$ permutes the cube axes and leaves $\mathbf n$ in place. Since $W_y=CW_xC^T$,

$$\mathbf n\cdot W_y\mathbf n=(C^T\mathbf n)\cdot W_x(C^T\mathbf n)=\mathbf n\cdot W_x\mathbf n .$$

The same step leads from $y$ to $z$. The common value depends on the masses, but the equality does not.

### (b) The off-diagonal elements

Let $k_1,k_2$ be the conserved components along the surface and $k_3$ the normal component. The terms that contain $k_3$ are

$$W'_{33}k_3^2+2k_3(W'_{13}k_1+W'_{23}k_2)=W'_{33}(k_3+s)^2-W'_{33}s^2,$$

$$s=\frac{W'_{13}k_1+W'_{23}k_2}{W'_{33}} .$$

The energy is thus

$$E=\frac{\hbar^2}{2m_0}\left[W'_{33}(k_3+s)^2+\sum_{i,j=1}^{2}S_{ij}k_ik_j\right],\qquad S_{ij}=W'_{ij}-\frac{W'_{i3}W'_{j3}}{W'_{33}} .$$

In the confining potential, $k_3$ becomes $-i\,d/dz$, with $z$ measured into the silicon. Write the envelope function as $\psi(z)=e^{-isz}\varphi(z)$. Differentiation gives

$$\left(-i\frac{d}{dz}+s\right)e^{-isz}\varphi=e^{-isz}\left(-s\varphi-i\varphi'+s\varphi\right)=e^{-isz}(-i\varphi').$$

Applying the operator twice gives $-e^{-isz}\varphi''$. The shift has disappeared, and $\varphi$ obeys

$$-\frac{\hbar^2W'_{33}}{2m_0}\varphi''+V(z)\varphi=\varepsilon\varphi .$$

The phase factor has modulus one, so $\psi(0)=0$ and $\varphi(0)=0$ are the same condition. The levels $\varepsilon_i$ do not depend on $k_1,k_2$, and the mass in their equation is $m_zm_0$ with $m_z=1/W'_{33}$. The total energy is $\varepsilon_i$ plus the surface term with $S$.

**A different normal mass.** The mass tensor $M=W^{-1}$ has the normal element

$$\mathbf n\cdot M\mathbf n=\frac{m_l+2m_t}{3}=0.432 .$$

This number answers another question. The velocity is $\mathbf v=\hbar W\mathbf k/m_0$, so $\hbar\mathbf k=m_0M\mathbf v$ and $E=\tfrac12m_0\,\mathbf v\cdot M\mathbf v$. If the velocity points along $\mathbf n$, the energy is $\tfrac12m_0v^2(\mathbf n\cdot M\mathbf n)$. In the inversion layer it is the surface wave vector that is fixed, not the direction of the velocity, and $1/W'_{33}$ applies.

**Masses along the surface.** Split $\mathbf a'$ into its surface part $\mathbf p$ and normal part $c$, with $c^2=1/3$ and $p^2=2/3$. Then $W'_{i3}=d\,c\,p_i$, and

$$S=\frac1{m_t}I+\left(d-\frac{d^2c^2}{W'_{33}}\right)\mathbf p\mathbf p^T=\frac1{m_t}I+\frac{d}{m_tW'_{33}}\mathbf p\mathbf p^T .$$

The last step uses $W'_{33}-dc^2=1/m_t$. Perpendicular to $\mathbf p$ the inverse mass is $1/m_t$. Along $\mathbf p$ it is

$$\frac1{m_t}\,\frac{W'_{33}+dp^2}{W'_{33}}=\frac1{m_t}\,\frac{1/m_t+d}{W'_{33}}=\frac{m_z}{m_lm_t}=\frac3{m_t+2m_l},$$

because $c^2+p^2=1$ and $1/m_t+d=1/m_l$. The two surface masses are therefore

$$m_\perp=m_t=0.190,\qquad m_\parallel=\frac{m_t+2m_l}{3}=0.674 .$$

Multiplying the three masses gives $m_\perp m_\parallel m_z=m_lm_t^2$, the same product as in the bulk.

The six valleys share these values, but their ellipses point in different directions. The vectors $\mathbf p$ of the $x$, $y$ and $z$ valleys lie $120^\circ$ apart. Averaged over the three, $\mathbf p\mathbf p^T/p^2$ equals $I/2$, so with equal populations the mean inverse mass is isotropic:

$$\frac12\left(\frac1{0.190}+\frac1{0.674}\right)=3.37 .$$

Its reciprocal, 0.296, is the conductivity mass if all valleys also have the same scalar scattering time.

**Numerical test.** Take $k_1=0.3$ and $k_2=0.2$ nm$^{-1}$ in the well of part (c). With $\hbar^2/2m_0=0.0381$ eV nm$^2$, a $z$ valley, whose $\mathbf p$ lies along $-\mathbf e_2$, has the surface energy

$$0.0381\left(\frac{0.2^2}{0.674}+\frac{0.3^2}{0.190}\right)=0.0203\ \text{eV}.$$

The $x$ and $y$ valleys have 7.43 and 22.39 meV. Direct diagonalization of the Hamiltonian on a grid, with the off-diagonal elements kept and no square completed, gives lowest energies of 98.46, 113.42 and 111.34 meV for $x$, $y$ and $z$. Subtracting the surface energies leaves 91.03 meV each time.

### (c) Levels in the inversion layer

Near the surface take $V=eFz$ for $z>0$, where $e$ is the magnitude of the electron charge and $F$ the field strength. A field of 0.2 MV/cm is 0.020 V/nm. Define

$$\ell=\left(\frac{\hbar^2}{2m_zm_0eF}\right)^{1/3},\qquad \xi=\frac z\ell-\frac{\varepsilon}{eF\ell}.$$

Since $\varphi''=\ell^{-2}d^2\varphi/d\xi^2$ and $eFz-\varepsilon=eF\ell\,\xi$, the equation becomes $d^2\varphi/d\xi^2=\xi\varphi$. The solution that decays into the silicon is the Airy function $\mathrm{Ai}(\xi)$. It must vanish at $z=0$, where $\xi=-\varepsilon/(eF\ell)$, so this argument must be one of the zeros $a_i$ of Ai, which are negative:

$$\varepsilon_i=|a_i|\,eF\ell,\qquad |a_0|=2.338,\quad |a_1|=4.088 .$$

The numbers are

$$\ell=\left(\frac{0.0381}{0.2582\times0.020}\right)^{1/3}\text{nm}=1.95\ \text{nm},\qquad eF\ell=38.9\ \text{meV},$$

$$\varepsilon_0=91.0\ \text{meV},\qquad \varepsilon_1=159.2\ \text{meV}.$$

Using 0.432 as the mass would give 76.7 meV for the lowest level, 16% below the correct model value.

The mean depth follows from a scaling argument. Replace $\varphi(z)$ by $\sqrt\lambda\,\varphi(\lambda z)$, which keeps the norm and the zero at the wall. The mean kinetic energy $T$ becomes $\lambda^2T$, and the mean potential energy $U$ becomes $U/\lambda$. An eigenstate makes the total stationary at $\lambda=1$, so $2T=U$. With $T+U=\varepsilon_0$ this gives $U=2\varepsilon_0/3$, and

$$\langle z\rangle=\frac{2\varepsilon_0}{3eF}=\frac{2(0.0910)}{3(0.020)}\ \text{nm}=3.03\ \text{nm}.$$

**Occupation at 300 K.** Take $10^{11}$ electrons per cm$^2$, a value near threshold. In one valley, the surface states below energy $E$ fill an ellipse of area $2\pi m_dm_0E/\hbar^2$ in wave-vector space, with $m_d=\sqrt{m_\perp m_\parallel}=0.358$. Dividing by $(2\pi)^2$ and counting two spins gives $m_dm_0/(\pi\hbar^2)$ states per area and energy. Six valleys at $k_BT=25.9$ meV have the effective density

$$N_c=\frac{6m_dm_0k_BT}{\pi\hbar^2}=2.3\times10^{13}\ \text{cm}^{-2}.$$

The electron density is 0.4% of this, so Boltzmann statistics apply. With the levels of the uniform-field well, they place 92% of the electrons in the lowest subband. The bending of the potential, described below, brings the levels closer together and lowers this share slightly.

**Neglected effects.** The estimates use rough typical inputs: a 3.1 eV barrier, an oxide mass of 0.5, and relative permittivities of 11.7 for silicon and 3.9 for oxide.

- *Penetration into the oxide.* The wave decays there at the rate $\kappa=\sqrt{0.5(3.1-0.091)/0.0381}=6.28$ nm$^{-1}$. Continuity of $\varphi$ and of $\varphi'$ divided by the mass moves the effective wall outward by about $0.5/(0.258\kappa)=0.31$ nm. The level falls by about $eF$ times this length; solving the matching condition gives about $-6$ meV. The second level falls by about the same amount, and the mean depth, measured from the interface, drops from 3.03 to about 2.7 nm.
- *Image force.* The oxide has the lower permittivity, so an electron in silicon is repelled from it. For an oxide so thick that the gate has no effect, the first-order shift is $+6.6$ meV. A metal gate attracts the electron and lowers this value; behind only a few nanometres of oxide, the reduction is comparable to the shift itself.
- *Bending of the potential.* The field of the inversion electrons contributes $-1.2$ meV. The decrease of the depletion field with depth, for a band bending of 0.9 V, contributes about $-1$ meV.
- *Nonparabolicity.* With $E(1+\alpha E)$ equal to the parabolic kinetic energy and $\alpha=0.5$ eV$^{-1}$, the leading shift of the subband bottom is $-0.8$ meV. This $\alpha$ is an average over directions. Along [111] the valley departs more strongly from a parabola: an empirical-pseudopotential band structure gives about 1.1 eV$^{-1}$ in this direction and a shift near $-1.8$ meV.

The image and bending terms together give $\varepsilon_0=95.4$ meV in first order and 95.0 meV by diagonalization with the electron charge held fixed. Updating the charge self-consistently gives 95.1 to 95.2 meV, so first order suffices for the lowest level. The same terms lower $\varepsilon_1$ to about 156 meV and raise the mean depth to about 3.2 nm. For a thick oxide, penetration and image force nearly cancel when estimated separately. They were not solved together, and the image potential used here diverges at the wall, so this cancellation is a feature of the estimates and not an established result.

Interactions beyond the average field were not calculated. Their scale is the Coulomb energy $e^2/(4\pi\epsilon_0\bar\epsilon r)$. Here $\bar\epsilon=7.8$ is the mean of the two relative permittivities, and $r=17.8$ nm is the radius of a circle that holds one electron on average. Without a gate the result is about 10 meV; a metal gate closer than $r$ screens the interaction and lowers it considerably. This is neither a level shift nor a bound on one.

**Comparison with real devices.** The chosen field, inversion density and band bending imply a doping of $1.2\times10^{17}$ cm$^{-3}$, a reasonable value for a bulk transistor. The three inputs are rounded and were not made consistent: at this doping, $10^{11}$ electrons per cm$^2$ at 300 K need a band bending of roughly 0.92 to 0.95 V, which changes the depletion shift by less than 0.1 meV. Without interface charge the oxide field is 0.6 MV/cm, far below the rough breakdown scale of 10 MV/cm. The (111) orientation is less typical, since mainstream planar silicon transistors use (100). A real oxide is not an impenetrable wall, and that assumption alone moves the level by about 7%. The masses also change with temperature: as a sensitivity estimate, raising $m_t$ by 5% gives $m_z=0.270$ and lowers the level by 1.3 meV. Strain, atomic steps and coupling between valleys can lift the sixfold degeneracy; none of these three effects is estimated here. A confinement mass near 0.26 is thus well founded within the effective-mass model, while the level is uncertain by several meV at least.

## Variation 1: (100) and (110) surfaces

For any normal, the steps of part (b) give

$$\frac1{m_z}=\frac1{m_t}+d\,(\mathbf n\cdot\mathbf a)^2 .$$

On a (100) surface, $(\mathbf n\cdot\mathbf a)^2$ is 1 for the two valleys along the normal and 0 for the other four. The confinement masses are $m_l=0.916$ and $m_t=0.190$. At the same field of 0.2 MV/cm, their lowest levels are 59.7 and 100.8 meV, since $\varepsilon_0\propto m_z^{-1/3}$. The lowest (111) level lies 31 meV above the lowest (100) level.

On a (110) surface, $(\mathbf n\cdot\mathbf a)^2=1/2$ for four valleys, and

$$\frac1{m_z}=\frac12\left(\frac1{m_l}+\frac1{m_t}\right),\qquad m_z=\frac{2m_lm_t}{m_l+m_t}=0.315 .$$

The other two valleys have $m_z=m_t=0.190$.

With $m_l\ne m_t$, six equal masses require $n_x^2=n_y^2=n_z^2$. Since these squares add to 1, each is $1/3$, which selects the {111} family of surfaces.

## Variation 2: a wafer cut one degree off (111)

Tilt the normal by a small angle $\theta$ towards [001]. The unit vector in the surface that points this way is $\mathbf t=(-1,-1,2)/\sqrt6$, and to first order $\mathbf n\to\mathbf n+\theta\mathbf t$. The squared components change by $2\theta n_it_i$:

$$\delta(n_z^2)=\frac{2\sqrt2}{3}\theta,\qquad \delta(n_x^2)=\delta(n_y^2)=-\frac{\sqrt2}{3}\theta .$$

Since $d$ is negative, the $z$ valleys gain mass and move down, while the other four lose mass and move up. The difference in inverse mass between the groups is $\sqrt2|d|\theta$. At fixed field $\varepsilon_0\propto(1/m_z)^{1/3}$, so the splitting is

$$\Delta\varepsilon\approx\frac{\varepsilon_0}{3}\,\sqrt2\,|d|\,\theta\,m_z .$$

For $\theta=1^\circ=0.01745$,

$$\Delta\varepsilon\approx\frac{91.0}{3}(1.414)(4.171)(0.01745)(0.258)\ \text{meV}=0.81\ \text{meV}.$$

The full angular formula gives the same value to this precision. The splitting is 3% of $k_BT$ at 300 K, so it hardly changes the valley populations there. At a few kelvin it exceeds $k_BT$, and the two groups can no longer be treated as equally populated. This estimate includes the tilt of a flat surface, but not the atomic steps that a real miscut produces.

The numerical output below lists the main values used here.

## Table of computed values

```
m_l, m_t: 0.916, 0.190 m0
Rotated W, z valley (1/m0):
    5.2632   0.0000   0.0000
    0.0000   2.4822   1.9664
    0.0000   1.9664   3.8727
(111) masses, six valleys: 0.2582 0.2582 0.2582 0.2582 0.2582 0.2582 m0
Closed-form m_z (111): 0.2582 m0
(100) masses: 0.190 0.190 0.190 0.190 0.916 0.916 m0
(110) masses: 0.315 0.315 0.315 0.315 0.190 0.190 m0
n.M.n, not the confinement mass: 0.4320 m0
In-plane masses (111): 0.190, 0.6740 m0
DOS mass per valley: 0.3579 m0
hbar^2/(2 m0): 0.038100 eV nm^2
Surface field: 0.20 MV/cm = 0.020 V/nm
Airy zeros |a0|, |a1|: 2.3381, 4.0879
Airy length: 1.947 nm
Airy energy unit: 38.93 meV
E0, E1 on (111): 91.03, 159.16 meV
E0 on (111) from grid: 91.03 meV
E0 if n.M.n were used: 76.68 meV
Mean depth in E0: 3.034 nm
(100) E0, mass m_l: 59.69 meV
(100) E0, mass m_t: 100.83 meV
(111) minus (100) lowest: 31.34 meV
Test k1, k2: 0.3, 0.2 1/nm
In-plane energy x,y,z: 7.43 22.39 20.31 meV
Grid total x,y,z: 98.46 113.42 111.34 meV
Inversion density: 1.0e+11 1/cm2
Band bending: 0.90 V
Depletion width: 97.5 nm
Implied doping: 1.22e+17 1/cm3
Permittivities Si, oxide: 11.7, 3.9
Barrier: 3.1 eV; oxide mass: 0.5 m0
Shift, oxide penetration: -6.05 meV
Shift, image repulsion: 6.60 meV
Shift, inversion charge: -1.17 meV
Shift, depletion curvature: -1.05 meV
E0 + last three, first order: 95.41 meV
E0 + last three, diagonalized: 95.01 meV
Nonparabolicity parameter: 0.5 1/eV
Shift, nonparabolicity: -0.83 meV
Valley splitting, 1 deg miscut: 0.81 meV
m_z for m_t up 5 percent: 0.2699 m0
Shift, m_t up 5 percent: -1.33 meV
Temperature: 300 K; kT: 25.85 meV
Fraction in lowest subband: 0.925
2D effective density, 6 valleys: 2.32e+13 1/cm2
Degeneracy ratio: 0.0043
Mean electron spacing radius: 17.8 nm
Coulomb energy at that radius: 10.3 meV
Oxide field: 0.60 MV/cm
```
